# Partial Hessians, Infinite Masses and the Mobile Block Hessian

## Vibrations when only part of the structure has been relaxed

A large structure is often relaxed only in part: some atoms move to zero force while the rest keep imposed positions. Before vibrational frequencies are computed one must decide which matrix to diagonalize. One may delete the rows and columns of the frozen atoms, let the frozen group move as a rigid body, or use the full Hessian. The three choices describe different mechanical systems, and after a partial relaxation the last one is not a valid vibrational analysis.

### Conventions and the partial problem

Let $x$ collect the $n=3N$ Cartesian coordinates, $V(x)$ the energy without external field, $g$ its gradient, $H$ its Hessian and $M$ the diagonal mass matrix. Atomic units are used; frequencies are given in cm$^{-1}$. At a stationary point, small displacements obey $M\ddot v=-Hv$, so that a motion at angular frequency $\omega$ requires

$$Hv=\lambda Mv,\qquad \lambda=\omega^2. \tag{1}$$

A negative $\lambda$ denotes an imaginary frequency. Divide the coordinates into a free set $A$ with $n_A$ members and a frozen set $B$ with $n_B$ members. If $B$ is held in space and $g_A=0$, the equation of motion of the free atoms gives the partial Hessian problem

$$H_{AA}u=\mu M_Au. \tag{2}$$

Forces on $B$ do not matter here, because the constraint balances them.

With $K=M^{-1/2}HM^{-1/2}$, Eq. (1) becomes an ordinary symmetric eigenproblem for $K$, and Eq. (2) one for its block $K_{AA}$. All eigenvalues are put in ascending order.

### Interlacing

For a symmetric $n\times n$ matrix,

$$\lambda_j=\min_{\dim S=j}\ \max_{v\in S,\ |v|=1}v^TKv. \tag{3}$$

Any $j$-dimensional $S$ shares a nonzero vector with the span of eigenvectors $j,\dots,n$, since the two dimensions add up to $n+1$. On that vector the quotient is at least $\lambda_j$. The span of the first $j$ eigenvectors attains this value, which proves Eq. (3). Applied to $-K$, it reads

$$\lambda_k=\max_{\dim S=n-k+1}\ \min_{v\in S,\ |v|=1}v^TKv. \tag{4}$$

Now admit only subspaces in which the $B$ components vanish. The quotient is then that of $K_{AA}$. Restricting the minimum in Eq. (3) cannot lower it, so $\lambda_j\le\mu_j$. In Eq. (4) take $k=j+n_B$. The subspace dimension is $n_A-j+1$, for which the restricted maximum is $\mu_j$. Restricting a maximum cannot raise it, hence

$$\lambda_j\le\mu_j\le\lambda_{j+n_B},\qquad j=1,\dots,n_A. \tag{5}$$

This is a statement about ranks, not about pairs of similar modes. It needs no positive eigenvalues and no stationary structure. It can also be weak. The upper bound lies $n_B$ ranks higher, which can be far away in value when $n_B$ is large. At a full minimum the first six $\lambda_j$ of a nonlinear molecule are zero, so the lower bounds on the first six $\mu_j$ say only that they are not negative, whatever $n_B$ is.

### Frozen atoms as infinitely heavy atoms

Replace $M_B$ by $sM_B$. Each index in $B$ brings a factor $s^{-1/2}$:

$$K(s)=\begin{pmatrix}K_{AA}&s^{-1/2}K_{AB}\\ s^{-1/2}K_{BA}&s^{-1}K_{BB}\end{pmatrix}. \tag{6}$$

Compare this with the matrix that has $K_{AA}$ in its first block and zeros elsewhere. For every unit vector the two quadratic forms differ by at most the spectral norm of the difference. By Eq. (3) the same bound holds for each ranked eigenvalue:

$$|\lambda_j(s)-\lambda_j(\infty)|\le s^{-1/2}\|K_{AB}\|+s^{-1}\|K_{BB}\|. \tag{7}$$

The limiting spectrum consists of the $n_A$ values $\mu_i$ and $n_B$ zeros. Partial Hessian analysis is therefore the infinite-mass limit with the $n_B$ vanishing roots set aside.

The rate of approach shows what the frozen atoms do at finite mass. Write an eigenvector of $K(s)$ as $(a,b)$. Its lower row is $s^{-1/2}K_{BA}a+s^{-1}K_{BB}b=\lambda b$. For $\lambda$ near a nonzero $\mu_i$ this gives $b=s^{-1/2}K_{BA}a/\lambda+O(s^{-3/2})$. Inserted in the upper row,

$$\left[K_{AA}+\frac{K_{AB}K_{BA}}{s\lambda}+O(s^{-2})\right]a=\lambda a.$$

If $\mu_i$ is nondegenerate with normalized eigenvector $w_i$ of $K_{AA}$, first-order perturbation theory yields

$$\lambda_i(s)=\mu_i+\frac{|K_{BA}w_i|^2}{s\mu_i}+O(s^{-2}). \tag{8}$$

Here $i$ labels the root that tends to $\mu_i$, not its rank. For $\mu_i>0$ the limit is approached from above: heavy atoms still recoil a little, which lowers the effective mass of the vibration. For $\mu_i=0$ this expansion fails, while Eq. (7) still holds.

For the vanishing roots put $\lambda=\kappa/s$ and let $K_{AA}$ be invertible. The upper row gives $a=-s^{-1/2}K_{AA}^{-1}K_{AB}b+O(s^{-3/2})$. The lower row, multiplied by $s$, becomes

$$\left(K_{BB}-K_{BA}K_{AA}^{-1}K_{AB}\right)b=\kappa b+O(s^{-1}). \tag{9}$$

These are slow motions of the heavy atoms, with the light ones following at zero force to harmonic order. Their frequencies fall as $s^{-1/2}$.

### What residual forces do to the full Hessian

Invariance under a rotation $R$ means $V(Rx)=V(x)$. Differentiation with respect to $x$ gives $R^Tg(Rx)=g(x)$, or $g(Rx)=Rg(x)$. For a small rotation by $\epsilon\omega$, where $\omega$ is now an axis vector, the left side is $g+\epsilon H(\omega\times x)$ and the right side is $g+\epsilon\,\omega\times g$, with cross products taken atom by atom. Thus

$$H(\omega\times x)=\omega\times g. \tag{10}$$

A rotation is a null vector of $H$ only if $\omega\times g=0$ on every atom. Translations remain null vectors, because a translation leaves $g$ unchanged. At a partially optimized structure the full Hessian therefore generally gives rotations a spurious curvature, positive for stretched bonds and negative for compressed ones, and mixes them with vibrations.

### The mobile block Hessian

Let each block keep its internal geometry but move as a rigid body. With reference point $c$, $d_i=x_i^0-c$, translation $t$ and rotation vector $\theta$, an atom of the block moves to

$$x_i=x_i^0+t+\theta\times d_i+\tfrac12\theta\times(\theta\times d_i)+O(\theta^3). \tag{11}$$

The quadratic term keeps the atom on its circle; the linear term alone would move it along the tangent and increase its distance from the axis. Collect the free-atom displacements and all $t$, $\theta$ in $q$, and write the linear displacement as $Bq$, where $B$ standing alone as a matrix is this map. To second order in $q$ the energy is

$$V=V_0+g^TBq+\tfrac12q^TB^THBq+\tfrac12\sum_i g_i\cdot[\theta\times(\theta\times d_i)].$$

In the last sum each atom takes the $\theta$ of its own block, and free atoms do not contribute. Since $\theta\times(\theta\times d_i)=\theta(\theta\cdot d_i)-d_i\theta^2$, one block contributes $\tfrac12\theta^TC\theta$ with

$$C_{ab}=\tfrac12\sum_i(g_{ia}d_{ib}+g_{ib}d_{ia})-\delta_{ab}\sum_i g_i\cdot d_i. \tag{12}$$

The symmetrized form appears because a quadratic form sees only the symmetric part of a matrix. With $C$ placed in the rotation part of each block and zeros elsewhere,

$$H_q=B^THB+C,\qquad M_q=B^TMB,\qquad H_qv=\nu M_qv. \tag{13}$$

The mass matrix follows from inserting $\dot x=B\dot q$ into the kinetic energy.

Equation (13) describes small oscillations if $V$ is stationary under the allowed motions:

$$B^Tg=0. \tag{14}$$

This requires zero force on every free atom and zero net force and torque on every block. Forces inside the blocks may remain. For a single block it suffices to relax the free atoms: invariance of $V$ makes the total force and torque on all atoms vanish, and the free atoms contribute nothing. With several blocks, each must also be moved and turned until Eq. (14) holds.

Two properties follow. First, let $q$ be replaced by other coordinates $p$, with $J=\partial q/\partial p$. The chain rule gives

$$\frac{\partial^2V}{\partial p_k\partial p_l}=(J^TH_qJ)_{kl}+\sum_m\frac{\partial V}{\partial q_m}\frac{\partial^2q_m}{\partial p_k\partial p_l}. \tag{15}$$

The last term vanishes by Eq. (14), and $M_q$ becomes $J^TM_qJ$. The eigenvalues $\nu$ thus do not depend on how rotations are parametrized or where $c$ is placed.

Second, a rigid motion of the whole system respects the constraints and carries a constrained stationary point into another one. Along such a path $q(\tau)$ all $\partial V/\partial q_m$ stay zero, and differentiation with respect to $\tau$ gives

$$H_q\dot q=0. \tag{16}$$

A nonlinear system has six independent motions of this kind, hence six zero roots. If $C\ne0$, $B^THB$ alone does not have all these null vectors. At a full minimum $C=0$ and it does.

The blocks are assumed not to be collinear. A collinear block has one rotation that moves no atom; this coordinate must be removed, since it makes $M_q$ singular.

### One block: the free-atom Hessian is enough

For a single block $S$, let $D$ give the displacements of the free atoms under a rigid motion $(t,\theta)$ about the block's point $c$: atom $i$ moves by $t+\theta\times(x_i-c)$. A global rigid motion with parameters $p$ has block coordinates $p$ and free-atom displacements $Dp$. Equation (16) then demands

$$H_{AA}D+H_{AS}=0,\qquad H_{SA}D+H_{SS}=0,$$

where the blocks are those of $H_q$. The first equation gives $H_{AS}=-H_{AA}D$; its transpose in the second gives $H_{SS}=D^TH_{AA}D$. Therefore

$$H_q=W^TH_{AA}W,\qquad W=(1,\,-D). \tag{17}$$

The vector $Wq$ is the displacement of the free atoms relative to the moving block. Multiply $W^TH_{AA}Wv=\nu M_qv$ from the left by $WM_q^{-1}$. As $M_q$ has the diagonal blocks $M_A$ and $M_S$, the vector $y=Wv$ obeys

$$\left(M_A^{-1}+DM_S^{-1}D^T\right)H_{AA}y=\nu y. \tag{18}$$

For $\nu\ne0$ the vector $y$ is nonzero, since $Wv=0$ would imply $H_qv=0$. All vibrations with a single mobile block thus follow from the data already needed for Eq. (2), plus geometry and masses.

Let $H_{AA}$ be positive definite. The matrix in Eq. (18) has the same eigenvalues as

$$H_{AA}^{1/2}M_A^{-1}H_{AA}^{1/2}+H_{AA}^{1/2}DM_S^{-1}D^TH_{AA}^{1/2}. \tag{19}$$

The first term has the eigenvalues $\mu_j$, and the second is never negative as a quadratic form. By Eq. (3), each $\mu_j$ lies at or below the mobile-block vibration of equal rank. As $M_S^{-1}\to0$ they coincide: partial Hessian analysis is mobile-block analysis with an infinitely heavy block.

For a heavy but finite block, normalize $u$ in Eq. (2) by $u^TM_Au=1$. The unit eigenvector of the first term in Eq. (19) is $H_{AA}^{1/2}u/\sqrt\mu$. For a nondegenerate $\mu$, the expectation value of the second term, with $H_{AA}u=\mu M_Au$, gives

$$\frac{\nu-\mu}{\mu}\simeq P^TM_S^{-1}P,\qquad P=D^TM_Au. \tag{20}$$

$P$ contains the linear and angular momentum of the free atoms per unit modal velocity. A mode that carries little of either hardly notices whether the block is frozen or mobile. For a particle of mass $m$ bound along a line to a block of mass $m_S$, $P^2=m$ and $\nu/\mu=1+m/m_S$, the usual reduced-mass result.

At a full minimum $g=0$, so $C=0$, and the mobile-block problem is the full one restricted to rigid-block displacements. Equation (3) then places each ranked mobile-block vibration at or above the full vibration of equal rank.

### Methanol with a methyl block

Consider methanol in restricted Hartree–Fock theory with the STO-3G basis. Electron correlation, basis-set convergence and anharmonicity are left out, so the values compare treatments of one model surface and do not predict measured frequencies. With the 6-31G basis the frequencies tabulated below move down by about 10 to 290 cm$^{-1}$, the largest gap between mobile-block and full values becomes 8.5 cm$^{-1}$, and the two large values of $P^TM_S^{-1}P$ quoted below become 18 and 23; the pattern of the comparison stays the same. The methyl group is the block; O and the hydroxyl H are free. Thus $n_A=6$ and $n_B=12$.

At the full minimum the frequencies in cm$^{-1}$ are:

| Treatment | Frequencies |
|---|---|
| Full, lowest five and highest | 398.5, 1208.5, 1307.9, 1316.3, 1722.9, 4227.7 |
| Mobile block | 398.8, 1214.3, 1315.2, 1320.5, 1727.1, 4227.5 |
| Partial Hessian | 270.1, 270.3, 362.6, 900.8, 1606.6, 4227.0 |

The mobile-block values lie within 8 cm$^{-1}$ of the full values listed above them. The six full vibrations omitted from the table, from 1769.0 to 3714.7, match in number the $12-6=6$ internal coordinates removed from the block. The last entries of the first two rows also show why ranks are not pairs: the sixth full vibration is 1769.0, which is indeed below 4227.5, although the mode close to 4227.5 is the twelfth.

The partial and mobile-block rows use the same $H_{AA}$. By Eq. (18) their difference comes entirely from the inertia of the block. The methyl mass is $21894.7+3\times1837.5=27407$ electron masses, against $29164.4+1837.5=31002$ for the free atoms, so an infinite mass is a poor description here for all but the highest mode. For scale, if the free atoms moved as one particle along a line through the centre of mass of the block, its recoil would raise the frequency by the factor $\sqrt{1+31002/27407}=1.46$. The block also rotates, and for the two lowest partial modes this matters far more. Their values of $P^TM_S^{-1}P$ in Eq. (20) are about 22 and 20, of which translation of the block can supply at most $31002/27407=1.13$. Recoil this strong also mixes the partial modes, which Eq. (20) ignores: it would place the third partial mode at 586 cm$^{-1}$, where the nearest mobile-block value is 398.8. The mobile-block problem must therefore be solved in full.

Raising the methyl masses shows the limit. At $s=10^4$ the top six frequencies are 270.4, 270.6, 362.6, 900.9, 1606.6 and 4227.0, and the largest of the other twelve is 37.1. By the $s^{-1/2}$ law the latter corresponds to about 371 at $s=100$, above three of the partial frequencies. At that mass the top six ranks therefore do not yet coincide with the six surviving modes.

Next, each C–H bond is stretched by 0.05 bohr and only O and its H are relaxed. The energy is 1.65 millihartree above the minimum. Gradient components up to 0.0219 hartree/bohr remain in the block, while its net force and torque components are below $10^{-7}$ in atomic units, as the invariance argument requires.

For a rotation of the block about an axis through the centroid of its atoms, about $1^\circ$ from the C–O direction, $B^THB$ gives a curvature of 0.1349 hartree and $C$ contributes $-0.1201$. Their sum is 0.0147 before rounding of the terms, equal to the second difference of energies along a finite rotation. About the C–O bond itself the sum is 0.0149. The sign of $C$ has a direct reason: the tangent displacement lengthens bonds that are already stretched, which costs energy to first order in the extra length. The true rotation has no such cost.

The spectra differ accordingly. The full Hessian has three near-zero modes instead of six, and its lowest other frequencies are 150.6, 153.2, 326.2 and 568.0 cm$^{-1}$. The mobile-block analysis has six near-zero modes and one vibration below 1000, at 400.4. Since the full list contains no value near 400, discarding three low roots would not repair it. Using $B^THB$ without $C$ gives nearly the same false values: 150.7, 153.3, 326.4 and 568.1.

The mobile-block vibrations are 400.4, 1194.4, 1288.7, 1318.4, 1717.9 and 4227.5, and Eq. (18) reproduces them from $H_{AA}$. They differ from those at the full minimum by up to 27 cm$^{-1}$. The method is valid at the strained structure, but it does not remove the effects of the strain. By Eq. (18) these enter through $H_{AA}$ and through the geometry, which sets the moments of inertia of the block. Here the geometry dominates: changed alone it gives the two largest shifts, $-20$ and $-28$ cm$^{-1}$, while the change of $H_{AA}$ alone moves no frequency by more than 4 cm$^{-1}$.

Several blocks were checked on seven unit masses joined pairwise by springs, with two strained three-atom blocks and one free atom. Before constrained optimization, Hessians in rotation-vector and Euler-angle coordinates differ by up to 0.299 in model units; afterwards by $1.5\times10^{-7}$, the level of the numerical differentiation. The sixth smallest eigenvalue magnitude is $1.2\times10^{-15}$ with $C$ and 0.033 without it.

### Choosing the matrix

If the frozen atoms stand for a support that is truly fixed, Eq. (2) is the appropriate model. If they form a finite fragment that can recoil, Eq. (13) is, provided the fragment deforms little in the modes of interest. A soft fragment can change the frequencies of the free atoms even if its own internal motions are not wanted. Both models need zero force on the free atoms. With several mobile blocks, the net force and torque on each block must vanish as well; for atoms held in space this is not required. An external field leaves Eqs. (12) and (13) intact, with $V$ including the field energy, but it generally removes some of the zeros in Eq. (16). The reduction to $H_{AA}$ in Eq. (17) then fails, and the net force and torque on a single block must be brought to zero explicitly.

## Computed results

```
Methanol RHF/STO-3G; frequencies in cm^-1, negative = imaginary
masses C, H, O (m_e): 21894.71 1837.47 29164.39
full minimum: energy (hartree): -113.549193
full minimum: C-O, O-H, mean C-H (bohr): 2.7080 1.8729 2.0671
full minimum: largest of six |rigid-body| values: 0.17
full minimum: 12 full vibrations: 398.5 1208.5 1307.9 1316.3 1722.9 1769.0 1814.4 1830.4 3516.1 3679.2 3714.7 4227.7
full minimum: 6 partial Hessian: 270.1 270.3 362.6 900.8 1606.6 4227.0
full minimum: 6 mobile block: 398.8 1214.3 1315.2 1320.5 1727.1 4227.5
methyl masses x 1: top six: 1814.4 1830.4 3516.1 3679.2 3714.7 4227.7
methyl masses x 10: top six: 950.9 1111.7 1163.6 1174.3 1614.2 4227.0
methyl masses x 100: top six: 361.5 371.4 372.9 905.9 1607.3 4227.0
methyl masses x 10000: top six: 270.4 270.6 362.6 900.9 1606.6 4227.0
methyl masses x 10000: largest of other twelve: 37.14
C-H stretch imposed (bohr): 0.05
partial optimum: energy above minimum (millihartree): 1.648
partial optimum: C-O, O-H (bohr): 2.7042 1.8728
largest block gradient component (hartree/bohr): 0.02189
largest free-atom gradient component (hartree/bohr): 5.6e-08
largest net block force component (hartree/bohr): 5.9e-08
largest net block torque component (hartree): 2.6e-08
block rotation curvature x,y,z, direct (hartree): 0.5399 0.5913 0.0147
same from B^T H B + C (hartree): 0.5399 0.5913 0.0147
same from B^T H B only (hartree): 0.6162 0.6682 0.1349
diagonal of C, x,y,z (hartree): -0.0763 -0.0769 -0.1201
near-zero modes (below 10 cm^-1), full / B^T H B / with C: 3 3 6
partial optimum: full Hessian, 15 nonzero: 150.6 153.2 326.2 568.0 1263.2 1322.8 1377.8 1730.3 1815.9 1838.0 1852.6 3300.2 3452.5 3487.4 4227.7
partial optimum: B^T H B only, 9 nonzero: 150.7 153.3 326.4 568.1 1266.9 1327.9 1382.8 1733.2 4227.5
partial optimum: 6 mobile block: 400.4 1194.4 1288.7 1318.4 1717.9 4227.5
partial optimum: 6 from free-atom Hessian: 400.4 1194.4 1288.7 1318.4 1717.9 4227.5
partial optimum: 6 partial Hessian: 270.4 270.9 365.6 900.2 1603.3 4227.1
largest of six |mobile block rigid-body| values: 0.29
Spring model, two blocks and one free atom (model units)
coordinate dependence before / after optimization: 0.299 / 1.5e-07
sixth smallest |eigenvalue| with C / without C: 1.2e-15 / 0.0330
seventh smallest |eigenvalue| with C: 0.8977
```
